# Nosé-Hoover temperature oscillations in an ideal gas and in a solid

**Question**

I run constant-volume molecular dynamics with a single Nosé-Hoover thermostat,
\[ \dot q_i = p_i/m,\qquad \dot p_i = F_i-\xi p_i,\qquad Q\dot\xi = 2K-N_f kT_0 , \]
with \(K=\sum_i p_i^2/2m\), and the temperature rings around \(T_0\). I want the frequency for an ideal gas, but I don't see what to linearize, since the momenta themselves are not small. My solid seems to ring more slowly than a gas with the same \(Q\). How does the potential energy enter, and does it always slow the oscillation?

**Answer**

The variables to linearize are collective ones. The algebra is in atomic units with \(k\) the Boltzmann constant; numbers are in eV, Å and fs. The nuclei are classical, have equal masses and move on one surface \(U(q)\), with \(F_i=-\partial_iU\). \(N_f\) is the number of active degrees of freedom, \(T=2K/N_fk\), \(K_0=N_fkT_0/2\) and \(Q=N_fkT_0\tau^2\). The equations of motion give
\[ \dot K=\sum_i \frac{p_i\dot p_i}{m}=\sum_iF_i\dot q_i-2\xi K=-\dot U-2\xi K , \]
so \(E=K+U\) obeys \(\dot E=-2\xi K\).

**Ideal gas.** With \(F=0\), \(\dot K=-2\xi K\) and the \(\xi\) equation form a closed pair with fixed point \(K=K_0\), \(\xi=0\). Put \(K=K_0(1+\delta)\) and drop the second-order product \(\xi\delta\):
\[ \dot\delta=-2\xi,\qquad \dot\xi=\frac{2K_0}{Q}\delta\quad\Rightarrow\quad\ddot\delta=-\omega_0^2\delta,\qquad \omega_0^2=\frac{4K_0}{Q}=\frac{2N_fkT_0}{Q}=\frac{2}{\tau^2}. \]
The factor 2 is present because \(K\) is quadratic in \(p\).

Linearization can be avoided. With \(u=\ln(K/K_0)\), \(\dot u=-2\xi\) and \(\ddot u=-\omega_0^2(e^u-1)\). Multiplying by \(\dot u\) and integrating,
\[ \tfrac12\dot u^2+\omega_0^2(e^u-1-u)=\tfrac12\omega_0^2a^2,\qquad a=\frac{2|\xi|}{\omega_0}\ \text{at } u=0 . \]
This is motion in a confining well without friction, so the ringing never decays. Since \(\dot p_i=-\xi p_i\) scales all momenta by one factor, the shape of the velocity distribution is frozen and the gas does not thermalize. The period is
\[ P=\frac{2}{\omega_0}\int_{u_1}^{u_2}\frac{du}{\sqrt{a^2-2(e^u-1-u)}} , \]
with \(u_{1,2}\) the zeros of the radicand. For small \(a\), set \(\theta=\omega t\), \(\omega^2=\omega_0^2(1+\lambda a^2)\), \(u=a\cos\theta+a^2v_2+a^3v_3\) (this amplitude equals the \(a\) above to leading order), and use \(e^u-1=u+u^2/2+u^3/6+\dots\). Order \(a^2\) gives \(v_2''+v_2=-\tfrac14-\tfrac14\cos2\theta\), so \(v_2=-\tfrac14+\tfrac1{12}\cos2\theta\). Order \(a^3\) gives \(v_3''+v_3=\lambda\cos\theta-v_2\cos\theta-\tfrac16\cos^3\theta\). A periodic \(v_3\) requires no \(\cos\theta\) term on the right. With \(\cos2\theta\cos\theta\to\tfrac12\cos\theta\) and \(\cos^3\theta\to\tfrac34\cos\theta\), this reads \(\lambda+\tfrac14-\tfrac1{24}-\tfrac18=0\), so \(\lambda=-\tfrac1{12}\) and \(\omega\approx\omega_0(1-a^2/24)\).

**Interacting system, slow thermostat.** Suppose \(N_f\) is large and the period is long compared with the vibration and internal equilibration times. Then \(K\) and \(U\) take their equilibrium values at the current energy: \(\delta K=C_K\delta T\) and \(\delta E=(C_K+C_U)\delta T\), with \(C_K=N_fk/2\) and \(C_U=d\langle U\rangle/dT\). Writing \(r=C_K/(C_K+C_U)\), we have \(\delta K=r\,\delta E\). The linearized equations \(\delta\dot E=-2K_0\xi\) and \(Q\dot\xi=2r\,\delta E\) give \(\ddot\xi=-(4K_0/Q)\,r\,\xi\), so
\[ \omega=\omega_0\sqrt{\frac{C_K}{C_K+C_U}} . \]
The thermostat removes energy at the same rate as in the gas, but a fraction \(1-r\) of it comes out of \(U\), which the thermostat does not measure, so the restoring signal is weaker.

The sign is fixed. With \(\beta=1/kT\) and \(\langle U\rangle=\int Ue^{-\beta U}dq/\int e^{-\beta U}dq\), differentiation gives \(d\langle U\rangle/d\beta=-\mathrm{var}\,U\), and \(d\beta/dT=-1/kT^2\), so \(C_U=\mathrm{var}\,U/kT^2\ge0\) and \(\omega\le\omega_0\) in this regime.

If \(U\) is confining and homogeneous of degree \(n>0\), then \(\sum_iq_i\partial_iU=nU\), and under Newtonian motion \(\frac{d}{dt}\sum_ip_iq_i=2K-nU\). The left side averages to zero on a bounded orbit, so \(\bar U=2\bar K/n\), \(C_U=N_fk/n\) and \(r=n/(n+2)\). This relation holds orbit by orbit, so averaging over vibrations suffices and no mixing is needed. It gives \(\omega/\omega_0=1/\sqrt2\) for a harmonic solid and \(\sqrt{2/3}\) for quartic wells.

**Any thermostat speed: Einstein solid.** For \(U=\sum_im\Omega^2q_i^2/2\) and \(W=\sum_ip_iq_i\), the force \(F_i=-m\Omega^2q_i\) closes the equations:
\[ \dot K=-\Omega^2W-2\xi K,\qquad \dot U=\Omega^2W,\qquad \dot W=2K-2U-\xi W . \]
The fixed point is \(K=U=K_0\), \(W=\xi=0\). For deviations \(\delta K,\delta U,W,\xi\propto e^{st}\),
\[ s(\delta K+\delta U)=-2K_0\xi,\qquad s\,\delta U=\Omega^2W,\qquad sW=2\delta K-2\delta U . \]
The last two give \(s^2\delta U=2\Omega^2(\delta K-\delta U)\), so \(\delta U=2\Omega^2\delta K/(s^2+2\Omega^2)\), and the first becomes
\[ \delta K=-\frac{2K_0\xi}{s}\,\frac{s^2+2\Omega^2}{s^2+4\Omega^2}. \]
Inserting this in \(Qs\xi=2\delta K\) gives \(s^2(s^2+4\Omega^2)+\omega_0^2(s^2+2\Omega^2)=0\). With \(s^2=-\omega^2\),
\[ \omega^4-(4\Omega^2+\omega_0^2)\omega^2+2\Omega^2\omega_0^2=0,\qquad \omega_\pm^2=\tfrac12\left[4\Omega^2+\omega_0^2\pm\sqrt{16\Omega^4+\omega_0^4}\right], \]
because \((4\Omega^2+\omega_0^2)^2-8\Omega^2\omega_0^2=16\Omega^4+\omega_0^4\). For \(\omega_0\ll\Omega\) the root is \(4\Omega^2+\omega_0^4/8\Omega^2\), so \(\omega_-^2\approx\tfrac12\omega_0^2(1-\omega_0^2/8\Omega^2)\), the slow result with its first correction, while \(\omega_+\approx2\Omega\) is the exchange between \(K\) and \(U\). For \(\omega_0\gg\Omega\) the root is \(\omega_0^2+8\Omega^4/\omega_0^2\), so \(\omega_+^2\approx\omega_0^2+2\Omega^2+4\Omega^4/\omega_0^2\) and \(\omega_-^2\approx2\Omega^2\).

To see which mode dominates after a kick \(\xi(0)=\xi_0\), read \(s\) as a Laplace variable. The thermostat equation becomes \(s\hat\xi-\xi_0=2\,\delta\hat K/Q\), so
\[ \hat\xi=\frac{\xi_0\,s(s^2+4\Omega^2)}{(s^2+\omega_-^2)(s^2+\omega_+^2)} . \]
Partial fractions give \(\cos\omega_+t\) the weight \((\omega_+^2-4\Omega^2)/(\omega_+^2-\omega_-^2)\), which is \(\omega_0^2/8\Omega^2\) in the slow limit and tends to 1 in the fast limit. A fast thermostat therefore rings slightly above \(\omega_0\). The two weights in \(\xi\) are equal when \(\omega_+^2+\omega_-^2=8\Omega^2\). Since the sum of the roots is \(4\Omega^2+\omega_0^2\), this happens at \(\omega_0=2\Omega\).

The temperature follows \(\delta K=Q\dot\xi/2\), so there each weight is multiplied by its frequency, which favors the faster mode. The temperature amplitudes are equal when \(\omega_+(\omega_+^2-4\Omega^2)=\omega_-(4\Omega^2-\omega_-^2)\). Collecting the cubes and dividing by \(\omega_++\omega_-\) gives \(\omega_+^2-\omega_+\omega_-+\omega_-^2=4\Omega^2\). With \(\omega_+\omega_-=\sqrt2\,\Omega\omega_0\) and the sum of the roots, this becomes \(\omega_0=\sqrt2\,\Omega\). After such a kick, the slower mode therefore dominates the temperature for \(\omega_0<\sqrt2\,\Omega\), and the model then gives a lowering like the one you saw.

This boundary depends on the disturbance. If the momenta are suddenly rescaled instead, so that only \(\delta K(0)\ne0\), the same equations give
\[ \delta\hat K=\delta K(0)\,\frac{s(s^2+2\Omega^2)}{(s^2+\omega_-^2)(s^2+\omega_+^2)} . \]
The temperature weights of the faster and slower modes are then proportional to \(\omega_+^2-2\Omega^2\) and \(2\Omega^2-\omega_-^2\). Their difference is \(\omega_0^2>0\), so the faster mode is always the larger one, although the two become equal in the slow limit. These weights belong to a single vibration frequency. In a solid with a band of frequencies \(\Omega_k\), the part of the response that lies inside the band of \(2\Omega_k\) dephases, and only modes outside that band keep ringing.

**General potential.** Take large \(N_f\), treat \(\xi(t)\) as a small prescribed drive, and start from the canonical density \(\rho\) at \(T_0\), with \(\beta=1/kT_0\). In a time \(dt'\) friction maps \(p\to(1-\epsilon)p\) with \(\epsilon=\xi\,dt'\). The density becomes \(\rho\big(p/(1-\epsilon)\big)(1-\epsilon)^{-N_f}\approx\rho[1-2\beta\epsilon K+N_f\epsilon]=\rho[1-2\beta\epsilon(K-K_0)]\). Each \(p_i\) is Gaussian with variance \(mkT_0\), so \(\mathrm{var}\,K=N_f(kT_0)^2/2\) and \(2\beta\,\mathrm{var}\,K=2K_0\). With \(c(t)\) the normalized canonical autocorrelation of \(K\) under Newtonian motion, the impulses add to
\[ \delta\langle K\rangle(t)=-2K_0\int_0^tc(t-t')\,\xi(t')\,dt' , \]
and \(Qs\hat\xi=2\,\delta\hat K\) gives the mode condition \(s^2=-\omega_0^2\,s\hat c(s)\).

For small \(s\), \(s\hat c\to c(\infty)\). If the system mixes on each energy shell, the surviving part of \(K-K_0\) is \(r\,\delta E\). The identity used for \(C_U\) also gives \(\mathrm{var}\,K/\mathrm{var}\,E=r\), so \(c(\infty)=r^2\,\mathrm{var}\,E/\mathrm{var}\,K=r\), the slow result. For large \(s\), \(c\approx1-Mt^2/2\), where stationarity gives \(M=\langle\dot K^2\rangle/\mathrm{var}\,K\). With \(\dot K=\sum_iF_ip_i/m\) and \(\langle p_ip_j\rangle=mkT_0\delta_{ij}\) independent of \(q\), \(\langle\dot K^2\rangle=(kT_0/m)\sum_i\langle F_i^2\rangle\). Since \(F_ie^{-\beta U}=kT_0\,\partial_ie^{-\beta U}\), integration by parts gives \(\langle F_i^2\rangle=kT_0\langle\partial_i^2U\rangle\). Hence \(M=2\langle U''\rangle/m\), with \(U''=\sum_i\partial_i^2U/N_f\). Then \(s\hat c\approx1-M/s^2\), so \(\omega^2=\omega_0^2(1+M/\omega^2)\) and, to first order in \(M/\omega_0^2\),
\[ \omega^2\approx\omega_0^2+2\langle U''\rangle/m , \]
which reproduces the Einstein shift \(2\Omega^2\). When the period is comparable to a decay time of \(c(t)\), neither limit applies. The mode is then damped if the spectrum of \(c(t)\) has weight at the mode frequency, because \(s\hat c\) is complex there; a mode outside that spectrum is not damped at this linear order.

**Numbers.** The parameters are round model values: \(T_0=600\) K (\(kT_0=0.051704\) eV), \(m=100\) u \(=10364.27\) eV fs²/Ų, \(\tau=1000\) fs.

For 108 free atoms at zero total momentum, \(N_f=3\cdot108-3=321\) and \(Q=321\times0.051704\times10^6=1.6597\times10^7\) eV fs². Then \(\omega_0=\sqrt2/1000=1.4142\times10^{-3}\) fs⁻¹, a period of 4443 fs, or \(\hbar\omega_0=0.931\) meV. At \(a=0.1\), \(1-0.01/24=0.999583\), and both Runge-Kutta integration of the momenta and Gauss-Chebyshev quadrature of \(P\) give \(\omega/\omega_0=0.999583\). At \(a=0.5\) both give 0.989665 against \(1-0.25/24=0.989583\), and the turning points \(T_0e^{u_{1,2}}\) are 347.8 K and 951.9 K. This swing, 252 K below \(T_0\) and 352 K above it, lowers the frequency by about 1% of \(\omega_0\); larger swings lower it more.

For an Einstein solid with spring 4 eV/Ų, \(\Omega=\sqrt{4/10364.27}=0.019645\) fs⁻¹. At \(\tau=1000\) fs, \(\omega_0/\Omega=0.07199\), and \(\omega_-/\omega_0\approx0.70711(1-0.07199^2/16)=0.70688\), a period of 6285 fs or \(\hbar\omega_-=0.658\) meV. Runge-Kutta integration of 321 oscillators with evenly spread phases and a small kick to \(\xi\) gives 0.70688 from the zero crossings of \(\xi\). At shorter \(\tau\), two-frequency linear prediction on \(\xi(t)\) returns the same four decimals as the roots:

| \(\tau\) (fs) | \(\omega_0/\Omega\) | \(\omega_-/\omega_0\) | \(\omega_+/\omega_0\) |
|---|---|---|---|
| 100 | 0.7199 | 0.6839 | 2.8725 |
| 50 | 1.4397 | 0.6149 | 1.5974 |
| 10 | 7.1987 | 0.1926 | 1.0198 |

The anharmonic case is a ring of \(N=8192\) sites, \(N_f=N\), with \(U=\sum_j[Aq_j^2/2+Bq_j^4/4+\kappa(q_{j+1}-q_j)^2/2]\). With \(V\) the on-site part, the configurational integral is the trace of the \(N\)th power of the kernel \(\exp\{-\beta[V(q)/2+V(q')/2+\kappa(q-q')^2/2]\}\), dominated by its largest eigenvalue \(\Lambda\). Therefore \(\langle U\rangle/N=-\partial_\beta\ln\Lambda\) and \(C_U/Nk=\beta^2\partial_\beta^2\ln\Lambda\), while \(\langle q^2\rangle\) is the average over the squared eigenvector. These were obtained by diagonalizing the kernel on a 301-point grid and taking finite differences in \(\beta\). Trajectories were equilibrated with Langevin dynamics, started at \(\xi=0.04\,\omega_0\), run with velocity Verlet plus friction half-steps (10000 steps of 4 fs), and timed by zero crossings of \(\xi\). With \(A,\kappa\) in eV/Ų and \(B\) in eV/Å⁴:

| \(A,\kappa,B\) | \(C_U/Nk\) | \(\sqrt r\) | trajectory \(\omega/\omega_0\) |
|---|---|---|---|
| 1, 0.5, 0 | 0.50000 | 0.7071 | 0.7065 |
| 0, 0, 100 | 0.25000 | 0.8165 | 0.8162 |
| 1, 0.5, 100 | 0.31783 | 0.7819 | 0.7818 |

The trajectory values are single runs, and they move by up to about 0.0003 with the random start and the time step. For the last row \(r=0.5/(0.5+0.31783)=0.61137\) and \(\omega=0.7819\,\omega_0=1.1058\times10^{-3}\) fs⁻¹, a period of 5682 fs or 0.728 meV. The harmonic run lies about 0.1% below \(\sqrt r\,\omega_0\). Most of this gap comes from the finite thermostat speed. For normal modes with \(m\Omega_k^2=A+2\kappa(1-\cos k)\), \(c(t)\) is the mean of \(\tfrac12(1+\cos2\Omega_kt)\), so \(1/\Omega^2\) in the Einstein correction becomes its mean over the modes, \(m/\sqrt{A(A+4\kappa)}=5984\) fs². With \(\omega_0^2=2\times10^{-6}\) fs⁻² this gives \(\omega/\omega_0\approx0.70711(1-2\times10^{-6}\times5984/16)=0.70658\). The finite kick adds a smaller shift. In the slow regime \(K=rE\), so \(u=\ln(K/K_0)\) obeys the gas equation with \(\omega_0^2\) replaced by \(r\omega_0^2\). Then \(a=2\sqrt r\times0.04=0.057\), and the factor \(1-a^2/24\) lowers the ratio to 0.7065. The run agrees, but a single run from a random thermal start cannot confirm a shift as small as that from the kick. The agreement in the last row supports the frequency formula for this chain and does not by itself show that the chain mixes.

The same mixed chain at \(\tau=5\) fs (step 0.2 fs) has \(\omega_0=0.28284\) fs⁻¹ and \(\omega_0^2=0.08\) fs⁻². With \(\langle q^2\rangle=0.011265\) Ų, \(\langle U''\rangle=A+2\kappa+3B\langle q^2\rangle=5.379\) eV/Ų and \(M=2\times5.379/10364.27=1.038\times10^{-3}\) fs⁻². Then \(\omega/\omega_0=\sqrt{1+1.038\times10^{-3}/0.08}=1.0065\), and the trajectory gives 1.0065. The kick alone, with \(a=0.08\), shifts this ratio by about \(-a^2/24\approx-0.0003\), so the agreement in the last digit is not a test of the formula.

Numbers in the example were calculated in double precision.
